# When Can Cooper Pairs in a Superconductor Be Treated as Bosons?

Suppose a calculation has given us the electron density and the gap $\Delta$ of a superconductor such as aluminium, and we must choose a model of its ground state. One choice groups the $n$ electrons per volume into $n/2$ particles of charge $2e$ and treats them as a Bose gas. The other keeps the electrons as fermions and finds an occupation amplitude for every momentum state. The first choice is allowed only if a pair is small compared with the distance to its neighbours and if the operator $B^\dagger$ that creates it obeys $[B,B^\dagger]\approx1$ in the state considered. Both conditions can be computed.

## The belief and its appeal

The belief is that two electrons of opposite spin bind into a small molecule, that the molecule has integer spin and is therefore a boson, and that superconductivity is Bose condensation of these molecules. It has real support. A product of two fermion operators commutes with another such product built from different states, as boson operators do. The BCS ground state can be written as the exponential of one pair creation operator, like a coherent state of bosons. There is also a limit, found below, in which the belief is true.

## The algebra of pair operators

Let $\alpha=c_{k\uparrow}$ and $\beta=c_{-k\downarrow}$ be fermion annihilation operators with number operators $n_\alpha$, $n_\beta$, and define $b_k=\beta\alpha$, $b_k^\dagger=\alpha^\dagger\beta^\dagger$. Moving $\beta$ past $n_\alpha$ costs two sign changes, so they commute. With $\alpha\alpha^\dagger=1-n_\alpha$,

$$b_kb_k^\dagger=\beta(1-n_\alpha)\beta^\dagger=(1-n_\alpha)(1-n_\beta),\qquad b_k^\dagger b_k=\alpha^\dagger n_\beta\,\alpha=n_\alpha n_\beta .$$

Subtracting gives

$$[b_k,b_k^\dagger]=1-n_{k\uparrow}-n_{-k\downarrow}.$$

Also $(b_k^\dagger)^2=-\alpha^\dagger\alpha^\dagger\beta^\dagger\beta^\dagger=0$, while $[b_k,b_{k'}^\dagger]=0$ for $k\ne k'$ because the four fermion operators are distinct and the signs come in pairs. A boson mode accepts any number of quanta and the level $k$ accepts one, so $b_k$ is never a boson operator.

The fair version of the belief concerns a pair spread over many levels, $B^\dagger=\sum_k\phi_kb_k^\dagger$ with real $\phi_k$ and $\sum\phi_k^2=1$. Only the diagonal terms survive in the commutator:

$$[B,B^\dagger]=1-\sum_k\phi_k^2\,(n_{k\uparrow}+n_{-k\downarrow}).$$

So $B$ acts as a boson exactly to the extent that the levels it uses are empty. Take $\phi_k=M^{-1/2}$ on $M$ levels. In $(B^\dagger)^N$ every term with a repeated level vanishes and every set of $N$ distinct levels appears $N!$ times, so the squared norm of $(B^\dagger)^N|0\rangle$ is $(N!)^2\binom MN M^{-N}$. A boson gives $N!$, and the ratio is $\prod_{j<N}(1-j/M)$. Each level holds two electrons with probability $N/M$, so $\langle[B,B^\dagger]\rangle=1-2N/M$. For $M=4$, explicit fermion matrices give the ratios $1$, $0.75$, $0.375$, $0.094$ and the commutators $0.5$, $0$, $-0.5$, $-1$, and a fifth pair cannot be added. The commutator, and the factor $1-N/M$ that each added pair contributes to the ratio, are close to their boson values when $N\ll M$; the accumulated ratio stays near 1 only for $N^2\ll M$.

## The BCS state and its condensed pair

Take $H=\sum_k\xi_k(n_{k\uparrow}+n_{-k\downarrow})-g\sum_{k\ne k'}b_k^\dagger b_{k'}$ with $\xi_k=\epsilon_k-\mu$ and $g>0$, at zero temperature. Labelling states by $k$ assumes a clean bulk metal, with a mean free path longer than the pair size found below; in a disordered film the spatial results do not apply. The mean-field trial state is $|\Psi\rangle=\prod_k(u_k+v_kb_k^\dagger)|0\rangle$ with $u_k=\cos\theta_k$, $v_k=\sin\theta_k$. The levels are independent, so $\langle n_{k\uparrow}+n_{-k\downarrow}\rangle=2v_k^2$, $F_k\equiv\langle b_k\rangle=u_kv_k$, and $\langle b_k^\dagger b_{k'}\rangle=F_kF_{k'}$ for $k\neq k'$. Level $k$ appears twice in the double sum, so the part of $\langle H\rangle$ that depends on $\theta_k$ is

$$2\xi_kv_k^2-2F_k\Delta_k=\xi_k-(\xi_k\cos2\theta_k+\Delta_k\sin2\theta_k),\qquad \Delta_k=g\sum_{k'\ne k}F_{k'}.$$

The bracket is a scalar product with a unit vector and is largest when $(\cos2\theta_k,\sin2\theta_k)=(\xi_k,\Delta_k)/E_k$, with $E_k=\sqrt{\xi_k^2+\Delta_k^2}$. Hence

$$v_k^2=\tfrac12\Big(1-\frac{\xi_k}{E_k}\Big),\qquad F_k=\frac{\Delta_k}{2E_k}.$$

With many levels the omitted term is negligible and $\Delta_k=\Delta$ is constant. Over a full three-dimensional parabolic band $\sum F_k$ grows linearly with the momentum cutoff, so a fixed $g$ needs a cutoff or a renormalization; below, $\Delta$ and $\mu$ are taken as the inputs, and the sums built from them converge.

Because $(b_k^\dagger)^2=0$, each factor equals $u_k\exp[(v_k/u_k)b_k^\dagger]$, and since the $b_k^\dagger$ commute, $|\Psi\rangle=(\prod u_k)\exp[\sum_k(v_k/u_k)b_k^\dagger]|0\rangle$. This form proves nothing about condensation. By the counting above, $(\sum_{\rm occ}b_k^\dagger)^N|0\rangle/N!$ with the sum over $N$ levels is the ordinary Fermi sea, which has all its pairs "in one state" in the same formal sense.

A meaningful count comes from the matrix $\rho_{kk'}=\langle b_k^\dagger b_{k'}\rangle$, whose eigenvalues would be mode occupations for bosons. Its diagonal is $v_k^2=u_k^2v_k^2+v_k^4$, so $\rho=FF^T+D$ with $D=\mathrm{diag}(v_k^4)$ between 0 and 1. Let $S=\sum F_k^2$. For a unit vector $x$, $x^T\rho x=(x\cdot F)^2+x^TDx\le S+1$, and $x=F/\sqrt S$ gives at least $S$, so the top eigenvalue $\lambda$ lies in $[S,S+1]$. The plane of the top two eigenvectors contains a unit vector orthogonal to $F$; its expectation value is at least the second eigenvalue and at most 1, so all other eigenvalues are at most 1. The eigenvalue equation gives $x_k\propto F_k/(\lambda-v_k^4)$, which tends to $F_k$ when $\lambda\gg1$. For 600 equally spaced levels in $|\xi|\le10\Delta$, $S=22.033$ and diagonalization gives $22.405$ and then $0.995$. We define the number of condensed pairs as $S$ and their wavefunction as $\phi_k=F_k/\sqrt S$.

For a parabolic band of mass $m$, $V^{-1}\sum_k=\int k^2dk/2\pi^2=\int N\,d\xi$ with $N=mk/2\pi^2\hbar^2$ per spin. For $\Delta\ll E_F$ we put $\mu=E_F$ and replace $N$ by its Fermi-surface value $N_0$:

$$n_{\rm pair}=\frac SV=N_0\int_{-\infty}^\infty\frac{\Delta^2\,d\xi}{4(\xi^2+\Delta^2)}=\frac{\pi}{4}N_0\Delta .$$

The BCS model of a phonon-mediated gap keeps it only for $|\xi|<\hbar\omega_D$; a real, retarded interaction makes $F_k$ fall off smoothly on that scale instead. With the sharp cutoff the same integral over that range is the share $(2/\pi)\arctan(\hbar\omega_D/\Delta)$ of the total. From $n=k_F^3/3\pi^2$ and $E_F=\hbar^2k_F^2/2m$ follows $N_0=k_F^3/4\pi^2E_F=3n/4E_F$, so $2n_{\rm pair}/n=3\pi\Delta/8E_F$. This is not the superfluid density, a response coefficient that is not treated here.

## The size of a pair

The amplitude for removing two opposite-spin electrons a distance $\mathbf r$ apart is $F(r)=\langle\psi_\downarrow(0)\psi_\uparrow(\mathbf r)\rangle=V^{-1}\sum_kF_ke^{i\mathbf k\cdot\mathbf r}$. The angular average of the exponential is $\sin kr/kr$. For $k_Fr\gg1$ and leading order in $\Delta/E_F$, put $k=k_F+\xi/\hbar v_F$ in the sine and $k=k_F$ elsewhere. Expanding the sine, the term $\cos(k_Fr)\sin(\xi r/\hbar v_F)$ is odd in $\xi$ and integrates to zero against the even $F$. With $x=\xi/\Delta$ and $t=r\Delta/\hbar v_F$,

$$F(r)=N_0\Delta\,\frac{\sin k_Fr}{k_Fr}\,K_0(t),\qquad K_0(t)=\int_0^\infty\frac{\cos xt}{\sqrt{1+x^2}}\,dx .$$

This integral is the modified Bessel function. Write it as half the integral of $e^{ixt}/\sqrt{1+x^2}$ along the real axis and wrap the contour round the cut $x=iy$, $y>1$. The root is $\pm i\sqrt{y^2-1}$ on the right and left sides, which are traversed in opposite directions and so contribute equally, giving $K_0=\int_1^\infty e^{-ty}(y^2-1)^{-1/2}dy$. For large $t$ only $y$ near 1 counts, $y^2-1\approx2(y-1)$, and $K_0\approx\sqrt{\pi/2t}\,e^{-t}$. The conventional coherence length is $\xi_0=\hbar v_F/\pi\Delta$, so $t=r/\pi\xi_0$. Direct quadrature over the parabolic band at $\Delta/E_F=0.01$ gives $1.00003$, $1.00002$ and $1.00001$ times this formula at three crests of the sine. The crests flatter the formula. Since $N/k=N_0/k_F$ exactly, the first neglected term is the next order of $k=k_F\sqrt{1+\xi/E_F}$, which adds the phase $-x^2t\,\Delta/4E_F$ to the sine. Its part even in $x$ multiplies $\cos k_Fr$, so the correction of order $\Delta/E_F$ vanishes at the crests and shifts the nodes. At the nodes the program checks only that the remainder is below 2% of the envelope $N_0\Delta K_0(t)/k_Fr$.

For the mean square separation, multiplying $F(r)$ by $\mathbf r$ corresponds to $i\nabla_k$ on $F_k$, and Parseval's theorem gives $\langle r^2\rangle=\sum|\nabla_kF|^2/\sum F^2$. Here $|\nabla_kF|=\hbar v_F|dF/d\xi|=\hbar v_F\Delta|\xi|/2E^3$. The substitution $x=\tan\varphi$ turns $\int x^2(1+x^2)^{-3}dx$ into $\int_{-\pi/2}^{\pi/2}\sin^2\varphi\cos^2\varphi\,d\varphi=\pi/8$. Therefore

$$\langle r^2\rangle=\frac{(\hbar v_F)^2N_0\,(1/4\Delta)(\pi/8)}{\pi N_0\Delta/4}=\frac{(\hbar v_F)^2}{8\Delta^2},\qquad r_{\rm rms}=\frac{\pi\xi_0}{2\sqrt2}=1.11\,\xi_0 .$$

The pair is large because it is built from a shell of momenta of width $\Delta/\hbar v_F$. Inserting $\Delta=\hbar^2k_F/\pi m\xi_0$ and $N_0=mk_F/2\pi^2\hbar^2$ into $n_{\rm pair}$ gives $k_F^2/8\pi^2\xi_0$, so

$$n_{\rm pair}\,\xi_0^3=\frac{(k_F\xi_0)^2}{8\pi^2}.$$

## The commutator of the condensed pair

With $\phi_k^2=F_k^2/S$ and $1-2v_k^2=\xi_k/E_k$,

$$C=\langle[B,B^\dagger]\rangle=\frac{\sum F_k^2\,\xi_k/E_k}{\sum F_k^2}.$$

For a constant density of states over a range symmetric about $\mu$ the numerator is odd in $\xi$ and $C=0$; a band edge at $\xi=-\mu$ alone leaves $C\approx\Delta/\pi\mu$. The levels that the pair uses are half filled on average, as in the case $N=M/2$ above. The parabolic band gives the leading correction. With $\tilde\mu=\mu/\Delta\gg1$ and $N=N_0\sqrt{1+x/\tilde\mu}$, the denominator is $\int dx/(1+x^2)=\pi$ at leading order and $C=J/\pi$, where $J=\int_{-\tilde\mu}^\infty\sqrt{1+x/\tilde\mu}\;x(1+x^2)^{-3/2}dx$. Split at $|x|=\Lambda$ with $1\ll\Lambda\ll\tilde\mu$. Inside, the root is $1+x/2\tilde\mu$, the first term is odd, and

$$J_{\rm in}=\frac1{\tilde\mu}\int_0^\Lambda\frac{x^2dx}{(1+x^2)^{3/2}}=\frac1{\tilde\mu}\Big[\operatorname{arsinh}\Lambda-\frac{\Lambda}{\sqrt{1+\Lambda^2}}\Big]\approx\frac{\ln2\Lambda-1}{\tilde\mu}.$$

Outside, $x(1+x^2)^{-3/2}\approx\pm x^{-2}$. With $s=|x|/\tilde\mu$ and $\delta=\Lambda/\tilde\mu$, integration by parts gives

$$\int_\delta^\infty\frac{\sqrt{1+s}}{s^2}ds=\frac{\sqrt{1+\delta}}{\delta}+\frac12\int_\delta^\infty\frac{ds}{s\sqrt{1+s}},\qquad\int_\delta^1\frac{\sqrt{1-s}}{s^2}ds=\frac{\sqrt{1-\delta}}{\delta}-\frac12\int_\delta^1\frac{ds}{s\sqrt{1-s}} .$$

The substitutions $w=\sqrt{1\pm s}$ turn both remaining integrals into $\ln[(1+w_0)/|1-w_0|]$ with $w_0=\sqrt{1\pm\delta}\approx1\pm\delta/2$, which is $\ln(4/\delta)$. The difference of the boundary terms is 1, so $J_{\rm out}=[1+\ln(4\tilde\mu/\Lambda)]/\tilde\mu$. In the sum $\Lambda$ cancels:

$$C=\frac{\Delta}{\pi\mu}\ln\frac{8\mu}{\Delta}.$$

The logarithm collects weight up to $|\xi|\sim\mu$ and belongs to the constant-gap model. A gap cut off at $\hbar\omega_D\ll\mu$ keeps only $J_{\rm in}$ with $\Lambda=\hbar\omega_D/\Delta$, which is smaller.

## Aluminium

Take free electrons with rough measured sizes as inputs: $n\approx1.8\times10^{29}\ \mathrm{m^{-3}}$, $\Delta\approx0.18$ meV, $\hbar\omega_D\approx0.04$ eV. Then $k_F=(3\pi^2n)^{1/3}=1.747\times10^{10}\ \mathrm{m^{-1}}$, $E_F=11.6$ eV, $v_F=2.02\times10^6$ m/s and $\Delta/E_F=1.548\times10^{-5}$. Since $\hbar v_F=2E_F/k_F$,

$$\xi_0=\frac{2}{\pi(\Delta/E_F)k_F}=\frac{2}{\pi\times1.548\times10^{-5}\times1.747\times10^{10}\ \mathrm{m^{-1}}}=2.35\times10^{-6}\ \mathrm m,$$

about $2.4\ \mu$m at the accuracy of the inputs, with $r_{\rm rms}=1.11\times2.35=2.6\ \mu$m. The electron spacing $n^{-1/3}$ is $0.18$ nm. The pair density is $(\pi/4)\times1.161\times10^{28}\ \mathrm{eV^{-1}m^{-3}}\times1.8\times10^{-4}\ \mathrm{eV}=1.6\times10^{24}\ \mathrm{m^{-3}}$, a spacing of $8.5$ nm, and $2n_{\rm pair}/n=1.8\times10^{-5}$ where the molecule model has 1. A cube of side $\xi_0$ holds $(4.11\times10^4)^2/8\pi^2=2.1\times10^7$ condensed pairs among $2.3\times10^{12}$ electrons. In the constant-gap model the commutator is $C=(1.548\times10^{-5}/\pi)\ln(8/1.548\times10^{-5})=6\times10^{-5}$, where a boson has 1. With $\hbar\omega_D/\Delta\approx220$ the sharp cutoff retains $0.997$ of the pair weight but lowers the commutator to $(1.548\times10^{-5}/\pi)(\ln440-1)=2.5\times10^{-5}$. This value is proportional to the slope of the density of states at $E_F$ and changes sign with it, so for the real band only its smallness carries over.

Dressing by phonons slows the electrons. Mimicking this by a band mass of $Zm_e$ with $Z=1.4$, a rough size and not a derived value, gives $\xi_0=1.7\ \mu$m. The mimic holds for the length only. Dressing also reduces the amplitude to roughly $F_k=\Delta/2\sqrt{\xi_k^2+Z^2\Delta^2}$, so $n_{\rm pair}$ falls to about $\pi N_0\Delta/4Z$ instead of rising by $Z$. The band-mass count of $1.1\times10^7$ pairs per $\xi_0^3$ is then divided by about $Z^2$, to roughly $5\times10^6$. For this gap $\xi_0$ exceeds $1\ \mu$m whenever $v_F>8.6\times10^5$ m/s. The numerical check checks the constant-gap closed forms and the pair weight inside the cutoff against quadrature; the cutoff commutator is evaluated from $J_{\rm in}$ by hand.

## Where the belief is right

Keep the same mean-field state with constant $\Delta$ and let $\mu$ be negative with $|\mu|\gg\Delta$. Then $\xi_k=\hbar^2(k^2+\kappa^2)/2m$ with $\kappa=1/a=\sqrt{2m|\mu|}/\hbar$. Expanding $E\approx\xi+\Delta^2/2\xi$ gives $F\approx\Delta/2\xi$ and $v^2\approx\Delta^2/4\xi^2=F^2$. Hence $n=2\sum v^2/V=2n_{\rm pair}$, and every electron is in a pair. The transform of $e^{-\kappa r}/r$ is $(4\pi/k)\int_0^\infty e^{-\kappa r}\sin kr\,dr=4\pi/(k^2+\kappa^2)$, so $F(r)\propto e^{-r/a}/r$ is a bound molecule, with $\langle r^2\rangle=\int r^2e^{-2r/a}dr/\int e^{-2r/a}dr=2(a/2)^2=a^2/2$.

Since $v_k^2=S\phi_k^2$ with $S=nV/2$, we have $1-C=\sum\phi^2\,2v^2=nV\sum\phi^4$. Write $\phi=A/(k^2+\kappa^2)$ and $k=\kappa\tan\varphi$. Then $\int_0^\infty k^2dk/(k^2+\kappa^2)^2=\kappa^{-1}\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\pi/4\kappa$, and normalization gives $A^2=8\pi\kappa/V$. Likewise $\int_0^\infty k^2dk/(k^2+\kappa^2)^4=\kappa^{-5}\int_0^{\pi/2}\sin^2\varphi\cos^4\varphi\,d\varphi=\pi/32\kappa^5$, because averaging with the mirror image $\sin\leftrightarrow\cos$ makes it half of $\int_0^{\pi/2}\sin^2\varphi\cos^2\varphi\,d\varphi=\pi/16$. So

$$\sum\phi^4=\frac{V}{2\pi^2}\,\frac{64\pi^2\kappa^2}{V^2}\,\frac{\pi}{32\kappa^5}=\frac{\pi a^3}{V},\qquad 1-C=\pi na^3 .$$

At $\mu/\Delta=-50$ quadrature gives $1-C=2.4994\times10^{-5}$ against $\pi na^3=2.4999\times10^{-5}$. In this limit the departure from Bose statistics is proportional to the number of electrons in a molecular volume. Between the limits the band sums give:

| $\mu/\Delta$ | $k_Fr_{\rm rms}$ | $n_{\rm pair}r_{\rm rms}^3$ | $C$ |
|---|---|---|---|
| 1000 | 707 | $7.0\times10^3$ | 0.0029 |
| 10 | 7.15 | 0.71 | 0.139 |
| 1 | 1.16 | 0.018 | 0.585 |
| 0 | 0.77 | 0.0070 | 0.835 |
| $-10$ | 0.127 | $3.5\times10^{-5}$ | 0.9994 |

The table shows that a low count of condensed pairs per pair volume does not by itself make the pairs bosons. At $\mu/\Delta=1$ only $0.018$ condensed pairs lie in a volume $r_{\rm rms}^3$, yet $C$ is only $0.585$. Two things contribute. In the dilute limit $a=\sqrt2\,r_{\rm rms}$ and $n=2n_{\rm pair}$ turn $1-C=\pi na^3$ into $4\sqrt2\pi\,n_{\rm pair}r_{\rm rms}^3\approx18\,n_{\rm pair}r_{\rm rms}^3$, so the count must be small compared with about $1/18$, not with 1, even when every electron is condensed. In addition, $1-C$ weighs the full occupation $2v_k^2=2F_k^2+2v_k^4$, which includes electrons outside the condensed pairs. At $\mu/\Delta=1$, where $2n_{\rm pair}/n=0.66$, counting all $n/2$ pairs raises $0.018$ only to $0.027$. In these rows $C$ approaches 1 only as $k_Fr_{\rm rms}$, with $k_F=(3\pi^2n)^{1/3}$, falls well below 1, that is, when a pair is much smaller than the electron spacing $n^{-1/3}=(3\pi^2)^{1/3}/k_F\approx3.1/k_F$. Treating the $n/2$ molecules as bosons is justified in this mean-field family under that condition, although they interact and mean field gives their scattering length as $2a$ where the known four-body value is about $0.6a$, and clean aluminium, with $k_F\xi_0\approx4\times10^4$, needs the fermion amplitudes $u_k$ and $v_k$.

## Calculated quantities

```
flat pair state on M = 4 levels (dimensionless)
  N = 1: norm^2/N! = 1.00000, <[B,B+]> = 0.500
  N = 2: norm^2/N! = 0.75000, <[B,B+]> = 0.000
  N = 3: norm^2/N! = 0.37500, <[B,B+]> = -0.500
  N = 4: norm^2/N! = 0.09375, <[B,B+]> = -1.000
four-level BCS model, xi = [-1.5 -0.5  0.4  1.3] g = 1.2 (model energy unit)
  v^2 = [0.8406 0.6598 0.3689 0.1831]  |F| = [0.366  0.4738 0.4825 0.3868]
  <[B,B+]> = -0.0097
600 levels: sum F^2 = 22.033, eigenvalues 22.405, next 0.995
Delta/EF = 0.01: r/(pi xi0) = 0.511, F/envelope = 1.00003
Delta/EF = 0.01: r/(pi xi0) = 1.013, F/envelope = 1.00002
Delta/EF = 0.01: r/(pi xi0) = 2.018, F/envelope = 1.00001
K0 moments: <r^2>/(pi xi0)^2 = 0.125000, r_rms/xi0 = 1.1107
mu/Delta = -50: 1-C = 2.4994e-05, pi n a^3 = 2.4999e-05, r_rms/a = 0.7070
mu/Delta   kF r_rms   n_pair r_rms^3   2 n_pair/n   C   (dimensionless)
   1000    707.108    7.034e+03    0.00118  0.00286
    100     70.721    7.035e+01    0.01178  0.02128
     10      7.149    7.148e-01    0.11584  0.13915
      1      1.164    1.770e-02    0.66454  0.58472
      0      0.771    6.951e-03    0.89861  0.83463
     -1      0.497    2.027e-03    0.97942  0.96081
    -10      0.127    3.490e-05    0.99969  0.99938
rough inputs: n = 1.8e+29 m^-3, Delta = 0.18 meV, hbar wD = 0.04 eV
kF = 1.7468e+10 m^-1, electron spacing n^(-1/3) = 0.177 nm
band mass = 1.0 m_e
  EF = 11.625 eV, vF = 2.022e+06 m/s, Delta/EF = 1.548e-05
  N0 = 1.161e+28 eV^-1 m^-3
  xi0 = 2.354e-06 m = 2.35 um, kF xi0 = 4.111e+04
  r_rms = 2.61 um, decay length pi xi0 = 7.39 um
  n_pair = 1.642e+24 m^-3, 2 n_pair/n = 1.824e-05
  pair spacing = 8.48 nm, xi0/spacing = 278
  pairs in xi0^3 = 2.141e+07, electrons in xi0^3 = 2.347e+12
  C = <[B,B+]> = 6.484e-05
band mass = 1.4 m_e
  EF = 8.303 eV, vF = 1.444e+06 m/s, Delta/EF = 2.168e-05
  N0 = 1.626e+28 eV^-1 m^-3
  xi0 = 1.681e-06 m = 1.68 um, kF xi0 = 2.937e+04
  r_rms = 1.87 um, decay length pi xi0 = 5.28 um
  n_pair = 2.298e+24 m^-3, 2 n_pair/n = 2.554e-05
  pair spacing = 7.58 nm, xi0/spacing = 222
  pairs in xi0^3 = 1.092e+07, electrons in xi0^3 = 8.554e+11
  C = <[B,B+]> = 8.845e-05
hbar wD/Delta = 222, pair weight inside cutoff = 0.9971
least velocity for xi0 > 1 um = 8.591e+05 m/s
```
